# Average Onsager escape for exponentially distributed electron–cation separations

## Question

Extreme-ultraviolet light or an electron beam ionises molecules in a polymer resist. The freed electron loses its excess energy and comes to thermal equilibrium at a distance $r$ from the cation it left behind. It may then return and recombine, or escape.

Treat the resist as a uniform medium of relative permittivity $\varepsilon=3.0$ at $T=300$ K, with no applied field. The cation is fixed and carries charge $+e$. The electron moves by diffusion, with coefficient $D$, and by drift in the cation's Coulomb field. It recombines when it first reaches a contact radius $a$. There are no traps and no other charges. Escape means reaching a distance $R$ before contact, in the limit $R\to\infty$.

The distance $r$ is random. The probability that it lies between $r$ and $r+dr$ is $p(r)\,dr$, with

$$p(r)=\frac{1}{b}\,e^{-r/b},\qquad b=5.0\ \text{nm}.$$

## Part (a)

*Define the Onsager radius $r_c$ and find its value. Derive the escape probability $\phi(r)$ for a contact radius $a$, and its form for $a\ll r_c$.*

**Answer.** The Onsager radius is the distance at which the Coulomb attraction energy has magnitude $k_BT$:

$$\frac{e^2}{4\pi\varepsilon_0\varepsilon r_c}=k_BT
\quad\Rightarrow\quad
r_c=\frac{e^2}{4\pi\varepsilon_0\varepsilon k_BT}.$$

With the given permittivity and temperature this is 18.57 nm, and $r_c=18.6$ nm is used from here on.

The force on the electron points inward. Its radial component is

$$-\frac{e^2}{4\pi\varepsilon_0\varepsilon r^2}=-k_BT\,\frac{r_c}{r^2}.$$

The Einstein relation says that a force $f$ produces a drift velocity $Df/(k_BT)$. The radial drift velocity is therefore $v=-Dr_c/r^2$.

Let the electron start at $\mathbf r$, outside the contact sphere, and move by $\boldsymbol\delta$ in a short time $\tau$. Its later fate depends only on its new position, so

$$\phi(\mathbf r)=\langle\phi(\mathbf r+\boldsymbol\delta)\rangle .$$

To first order in $\tau$, the displacement has mean $\langle\boldsymbol\delta\rangle=\mathbf v\tau$ and second moments $\langle\delta_i\delta_j\rangle=2D\tau\,\delta_{ij}$, where $\delta_{ij}$ is the Kronecker symbol. Taylor expansion gives

$$\phi=\phi+\tau\,\mathbf v\cdot\nabla\phi+\tfrac12(2D\tau)\nabla^2\phi+o(\tau).$$

Cancel $\phi$, divide by $D\tau$ and let $\tau\to0$. Since $\phi$ depends on $r$ alone, $\nabla^2\phi=\phi''+2\phi'/r$, and

$$\phi''+\left(\frac2r-\frac{r_c}{r^2}\right)\phi'=0 .$$

The integral of the bracket is $2\ln r+r_c/r$, so the integrating factor is $r^2e^{r_c/r}$:

$$\frac{d}{dr}\left(r^2e^{r_c/r}\phi'\right)=0
\quad\Rightarrow\quad
\phi'=\frac{C}{r^2}e^{-r_c/r}.$$

Because $\frac{d}{dr}e^{-r_c/r}=\frac{r_c}{r^2}e^{-r_c/r}$, a second integration gives $\phi=A+Be^{-r_c/r}$ with $B=C/r_c$. Contact means recombination, so $\phi(a)=0$ and $A=-Be^{-r_c/a}$. An electron already at infinity has escaped, so $\phi(\infty)=1$ and $A+B=1$. Hence $B=1/(1-e^{-r_c/a})$ and

$$\phi(r)=\frac{e^{-r_c/r}-e^{-r_c/a}}{1-e^{-r_c/a}} .$$

For $a=1$ nm the contact term is $e^{-18.6}$, about $10^{-8}$. When $a\ll r_c$, and $r$ is not close to $a$,

$$\phi(r)=e^{-r_c/r}.$$

The diffusion coefficient has cancelled because drift and diffusion are both proportional to it. A faster electron settles its fate sooner, with the same odds.

If instead the charge is switched off at fixed $a$, then $r_c\to0$. The numerator tends to $r_c/a-r_c/r$ and the denominator to $r_c/a$, giving $\phi\to1-a/r$. A neutral pair therefore needs a finite contact radius in order to recombine, whereas Coulomb attraction draws the electron in even when $a$ is vanishingly small.

## Part (b)

*Express the average escape probability, for $a\ll r_c$, as a function of $x=2\sqrt{r_c/b}$.*

**Answer.** Average the limiting form of $\phi$ over the given distribution:

$$\langle\phi\rangle=\frac1b\int_0^\infty \exp\left(-\frac rb-\frac{r_c}{r}\right)dr .$$

Extending the integral down to $r=0$ does no harm: pairs created inside the contact radius should count as recombined, and the integrand gives them a weight of at most $e^{-r_c/a}$.

The two terms in the exponent are equal at $r=\sqrt{r_cb}$, which suggests the substitution $r=\sqrt{r_cb}\,e^t$. Then

$$\frac rb=\sqrt{\frac{r_c}{b}}\,e^t,\qquad
\frac{r_c}{r}=\sqrt{\frac{r_c}{b}}\,e^{-t},\qquad
\frac{dr}{b}=\sqrt{\frac{r_c}{b}}\,e^t\,dt .$$

The first two add up to $2\sqrt{r_c/b}\,\cosh t=x\cosh t$, and the prefactor is $\sqrt{r_c/b}=x/2$. Thus

$$\langle\phi\rangle=\frac x2\int_{-\infty}^{\infty}e^t e^{-x\cosh t}\,dt .$$

Write $e^t=\cosh t+\sinh t$. The $\sinh t$ part is odd and integrates to zero. The $\cosh t$ part is even, so its integral is twice that over positive $t$:

$$\langle\phi\rangle=x\int_0^\infty\cosh t\;e^{-x\cosh t}\,dt=xK_1(x).$$

The last integral is the standard representation of the modified Bessel function $K_1$.

## Part (c)

*Evaluate the average escape and compare it with the escape from the mean separation.*

**Answer.** The ratio of lengths is $r_c/b=18.6/5.0=3.72$, so $x=2\sqrt{3.72}=3.8575$. The integral for $K_1$ can be done by the trapezoidal rule with step 0.5 in $t$. The integrand $g(t)=\cosh t\,e^{-x\cosh t}$ has these values:

| $t$ | $\cosh t$ | $g(t)$ |
|---|---|---|
| 0.0 | 1.00000 | $2.1122\times10^{-2}$ |
| 0.5 | 1.12763 | $1.4557\times10^{-2}$ |
| 1.0 | 1.54308 | $4.0115\times10^{-3}$ |
| 1.5 | 2.35241 | $2.6951\times10^{-4}$ |
| 2.0 | 3.76220 | $1.8738\times10^{-6}$ |

The next term, at $t=2.5$, is about $3\times10^{-10}$ and can be dropped. The first value has weight one half:

$$K_1(x)\approx0.5\,(0.010561+0.014557+0.004012+0.000270+0.000002)=0.01470 .$$

Therefore

$$\langle\phi\rangle=3.8575\times0.01470=0.0567 .$$

Adaptive numerical quadrature of the original integral over $r$ gives 5.67 percent, so the coarse step costs nothing at this precision.

At the mean separation,

$$\phi(b)=e^{-3.72}=0.0242 .$$

The average escape is about 5.7 percent, against 2.4 percent at the mean separation. Replacing the distribution by its mean would underestimate the escape by a factor of 2.3.

## Part (d)

*Which pairs supply the escape? Is the average larger than $\phi(b)$ for every $b$ at fixed $r_c$? Consider both $b\ll r_c$ and $b\gg r_c$.*

**Answer.** The integrand of the average is largest where its exponent is stationary:

$$\frac{d}{dr}\left(-\frac rb-\frac{r_c}{r}\right)=-\frac1b+\frac{r_c}{r^2}=0
\quad\Rightarrow\quad r=\sqrt{r_cb}=9.64\ \text{nm}.$$

This is almost twice the mean separation. Pairs become rarer with distance, but their chance of escape rises faster until this point.

The fraction of pairs beyond a distance $L$ is $e^{-L/b}$. Their share of the escape follows from numerical quadrature of the same integrand from $L$ upwards, divided by the full integral. The 36.8 percent of pairs beyond 5 nm supply 96.6 percent of the escape. The 13.5 percent beyond 10 nm supply 66 percent.

It is tempting to explain the excess over $\phi(b)$ by Jensen's inequality, which says that the average of a convex function is at least its value at the mean. Differentiating $\phi'=(r_c/r^2)\phi$ gives

$$\phi''=\left(\frac{r_c^2}{r^4}-\frac{2r_c}{r^3}\right)\phi ,$$

which is positive only for $r<r_c/2=9.3$ nm. The distribution extends beyond that range, so the inequality does not apply, and the two limits must be examined directly. Let $y=r_c/b$.

**Short separations, $y\gg1$.** Then $x=2\sqrt y$ is large and the integral for $K_1$ comes from small $t$. Put $\cosh t\approx1+t^2/2$ in the exponent and $\cosh t\approx1$ in front:

$$K_1(x)\approx e^{-x}\int_0^\infty e^{-xt^2/2}\,dt=\sqrt{\frac{\pi}{2x}}\,e^{-x},
\qquad
\langle\phi\rangle\approx\sqrt{\frac{\pi x}{2}}\,e^{-x}.$$

The average falls as $e^{-2\sqrt y}$, apart from a slowly varying factor, while $\phi(b)=e^{-y}$. Since $y-2\sqrt y$ grows without limit, the average exceeds $\phi(b)$ by an ever larger factor. For the present $x$ the leading formula gives 0.052, about 8 percent below the full average of 0.0567.

**Long separations, $y\ll1$.** Here it is easier to compare recombination probabilities. With $u=r/b$,

$$1-\langle\phi\rangle=\int_0^\infty e^{-u}\left(1-e^{-y/u}\right)du .$$

The range $u<y$ contributes at most $y$, because the integrand is below 1. For $u>y$, replace $1-e^{-y/u}$ by $y/u$. The error is at most $y^2/(2u^2)$, which integrates to at most $y/2$. What remains is

$$y\int_y^\infty\frac{e^{-u}}{u}\,du=y\left[\ln\frac1y+O(1)\right],$$

where the logarithm comes from $\int_y^1du/u$ and the rest of the integral stays bounded as $y\to0$. So

$$1-\langle\phi\rangle=y\ln\frac1y+O(y),\qquad 1-\phi(b)=y+O(y^2).$$

For small enough $y$ the logarithm wins. Recombination is then more probable on average than at the mean separation, and the average escape lies *below* $\phi(b)$. Pairs closer than the mean separation are responsible: the logarithm collects contributions from all distances between $r_c$ and $b$.

The answer to the question is therefore no. With $r_c$ held at 18.6 nm, a numerical root search between $b=5$ nm and $b=r_c$ finds the two results equal at $b=9.7$ nm. The case $b=5$ nm lies on the side where the average is larger.

## Part (e)

*Suppose instead that the density of electrons per unit volume around the cation is proportional to $e^{-r/s}$, with the same mean separation of 5 nm. Find the average escape.*

**Answer.** A shell of radius $r$ has volume $4\pi r^2dr$, so the radial density is now proportional to $r^2e^{-r/s}$. Since $\int_0^\infty r^2e^{-r/s}dr=2s^3$ and $\int_0^\infty r^3e^{-r/s}dr=6s^4$,

$$p_V(r)=\frac{r^2e^{-r/s}}{2s^3},\qquad \langle r\rangle=\frac{6s^4}{2s^3}=3s .$$

The same mean requires $s=5/3=1.667$ nm. Substitute $r=\sqrt{r_cs}\,e^t$ and define $x_s=2\sqrt{r_c/s}=6.681$. Now $r^2dr=(r_cs)^{3/2}e^{3t}dt$, so

$$\langle\phi\rangle_V=\frac12\left(\frac{r_c}{s}\right)^{3/2}\int_{-\infty}^{\infty}e^{3t}e^{-x_s\cosh t}\,dt .$$

Only the even part $\cosh3t$ of $e^{3t}$ survives. The integral is $2\int_0^\infty\cosh3t\,e^{-x_s\cosh t}dt=2K_3(x_s)$, and

$$\langle\phi\rangle_V=\left(\frac{x_s}{2}\right)^3K_3(x_s)=0.0415 ,$$

with the Bessel function evaluated numerically. The average is 4.2 percent instead of 5.7 percent. An "exponential distribution" must therefore be specified as radial or volumetric before its result is quoted.

The second distribution has fewer distant pairs. Integrating $p_V$ by parts gives the fraction beyond $L$ as $e^{-q}(1+q+q^2/2)$ with $q=L/s$. For $L=10$ nm, $q=6$ and the fraction is $25e^{-6}$, or 6.2 percent, compared with 13.5 percent before. At this mean, where distant pairs supply most of the escape, this points the same way as the lower average. The distribution also has fewer close pairs, and for longer means the order reverses: at a mean of 12 nm the averages are 19.9 percent (volumetric) and 18.6 percent (radial).

## Part (f)

*Assess the result of part (c) for a real resist. Estimate the effects of permittivity, tunnelling, neighbouring charges, applied field, film thickness and electron capture by acid generator molecules.*

**Answer.** The radial exponential distribution with $b=5$ nm is kept throughout. The material values are rough.

**Permittivity.** For $\varepsilon=2.5$ the Onsager radius is 22.3 nm and the average is 4.1 percent. For $\varepsilon=4$ they are 13.9 nm and 9.0 percent.

**Tunnelling.** If the electron can tunnel to the cation from a few nanometres away, recombination starts before contact. Setting $a=3$ nm in the result of part (a), with $\phi=0$ inside, and averaging numerically gives 5.6 percent. The change is small because an electron that has come within 3 nm would escape with a probability of at most $e^{-18.6/3}$, or 0.2 percent, even without tunnelling.

**Neighbouring charges.** One absorbed photon or fast electron can produce several ionisations close together. A crude picture is a doubly charged centre, which doubles $r_c$ and lowers the average to 1.3 percent. It ignores the other electrons, so it is an estimate and not a bound.

**Applied field.** A field $F$ exerts a force equal to the Coulomb force at $r_c$ when $eF=k_BT/r_c$, that is, at 0.014 MV/cm. The field-free result needs fields well below this. Onsager's solution with a field, averaged over directions, multiplies $\phi$ by $1+eFr_c/(2k_BT)$ to first order in $F$. Its full series, averaged over $p(r)$, gives 8.3 percent at 0.014 MV/cm, 19 percent at 0.1 MV/cm and 50 percent at 1 MV/cm.

**Film thickness.** Resist films can be only a few tens of nanometres thick, comparable with $r_c$, so escape to infinity is an idealisation. Suppose that reaching $R=30$ nm already counts as escape. The condition $\phi(R)=1$ then replaces $\phi(\infty)=1$. For $a\ll r_c$ this multiplies $\phi$ by $e^{r_c/R}=e^{0.62}$, about 1.9, for pairs starting inside $R$. The numerical average, with $a=1$ nm and pairs beyond $R$ counted as escaped, is 10.5 percent. A sphere is a rough substitute for a flat film.

**Capture.** Let generator molecules of density $n$ capture electrons within a radius $R_g$. They are treated as uncharged; ionic generators such as onium salts attract electrons and add charges to the medium, which this estimate leaves out. Around one absorbing sphere the steady electron concentration is $c_\infty(1-R_g/\rho)$ at distance $\rho$ from its centre. The inward flow is $4\pi\rho^2D\,c_\infty R_g/\rho^2=4\pi DR_gc_\infty$, so each electron is captured at the rate $k=4\pi DR_gn$.

Let $\phi$ now be the probability of *avoiding recombination as a mobile electron*, with capture counted as avoidance. In a time $\tau$ capture occurs with probability $k\tau$, so $\phi=k\tau+(1-k\tau)\langle\phi(\mathbf r+\boldsymbol\delta)\rangle$. The expansion of part (a) then gives

$$\phi''+\left(\frac2r-\frac{r_c}{r^2}\right)\phi'+\frac{1-\phi}{\lambda^2}=0,
\qquad \lambda=\sqrt{\frac Dk}=\frac{1}{\sqrt{4\pi R_gn}} .$$

Take $R_g=0.7$ nm and $n=0.1$ nm$^{-3}$, a rough value for a loaded resist. Then $\lambda=1.07$ nm, against a mean separation of 5 nm. A finite-volume solution with $a=1$ nm, averaged over $p(r)$, gives 53 percent. At one hundredth of the density, $\lambda=10.7$ nm and the result is 16 percent.

The first figure is uncertain. The molecules are only about $n^{-1/3}\approx2.2$ nm apart, so a uniform steady capture rate is a poor description: diffusion among randomly placed absorbing spheres of the same radius and density gives about 64 percent, against about 17 percent at the lower density. The contact radius matters much less. The $1-e^{-0.2}$, or 18 percent, of pairs that start inside it are all counted as recombined, but shrinking $a$ to 0.2 nm raises the uniform-rate result only from 52.6 to 53.2 percent, because the strong attraction at such distances leaves little time for capture.

Of the effects estimated here, and for fields well below 1 MV/cm, capture at the higher generator density changes the number most, although it also changes what is counted: avoided recombination instead of escape. The 5.7 percent describes an isolated pair in a thick, trap-free polymer. It is not the acid yield of a loaded resist: a captured electron can decompose a generator molecule without ever having escaped the cation's attraction.

Numbers in the example were calculated in double precision.
